# Quantum capacitance of a light-mass channel under a thin gate oxide: test program

```python
"""Result under test: one parabolic 2D subband (mass m, spin 2) behind an oxide
of thickness t has C/C_ox = C_q/(C_q+C_ox) = t/(t+d_q), below 1/3 for
m = 0.04 m0 and t = 0.5 nm.  C_ox = eps_ox/t, C_q = e^2 m/(pi hbar^2),
d_q = eps_ox/C_q.  C = e dn/dV_G is the differential gate capacitance per area.
Heat and finite layer thickness are tested as further reductions.
Internal units: eV, nm, volts; capacitances in F/m^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

e, hbar, m0, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
mass, eot, kappa_ox = 0.04, 0.5, 3.9
fermi = 0.2                                  # E_F - E1, eV
bohr = const.physical_constants["Bohr radius"][0] * 1e9


def kinetic(m):
    """hbar^2/(2m) in eV nm^2."""
    return hbar**2 / (2 * m * m0) / e * 1e18


# Derived formulas
c_ox = kappa_ox * eps0 / (eot * 1e-9)
c_q = e**2 * mass * m0 / (np.pi * hbar**2)
c_total = 1 / (1 / c_ox + 1 / c_q)
ratio = c_total / c_ox
d_q = kappa_ox * bohr / (4 * mass)
eot_limit = d_q / 2
mass_limit = kappa_ox * bohr / (8 * eot)
dos = c_q / e * 1e-18                        # states per eV per nm^2
density = dos * fermi
oxide_drop = e * density * 1e18 / c_ox
overdrive = fermi + oxide_drop
density_oxide_only = c_ox * overdrive / e * 1e-18

# Explicit state counting in a periodic square box
box = 4000.0
index = np.arange(-430, 431)
squares = np.sort((index[:, None]**2 + index[None, :]**2).ravel())


def counted_density(energy, m, edges):
    total = 0
    for edge in edges:
        limit = (energy - edge) / kinetic(m) * (box / (2 * np.pi))**2
        assert limit < index[-1]**2
        total += 2 * np.searchsorted(squares, limit, side="right")
    return total / box**2


def counted_ratio(m, thickness, edges=(0.0,)):
    """C/C_ox from a finite change of Fermi energy and counted charge."""
    oxide = kappa_ox * eps0 / (thickness * 1e-9)
    low, high = 0.1, 0.3
    dn = counted_density(high, m, edges) - counted_density(low, m, edges)
    charge = e * dn * 1e18
    return charge / (high - low + charge / oxide) / oxide


ratio_counted = counted_ratio(mass, eot)
ratio_valleys = counted_ratio(mass, eot, (0.0, 0.0))
ratio_subbands = counted_ratio(mass, eot, (0.0, 0.05))
ratio_double = 2 * c_q / (2 * c_q + c_ox)
assert abs(counted_density(fermi, mass, (0.0,)) / density - 1) < 2e-3
assert abs(ratio_counted / ratio - 1) < 2e-3
assert abs(ratio_counted / (eot / (eot + d_q)) - 1) < 2e-3
assert ratio_counted < 1 / 3 and ratio < 1 / 3
assert abs(counted_ratio(mass, eot_limit) * 3 - 1) < 2e-3
assert abs(counted_ratio(mass_limit, eot) * 3 - 1) < 2e-3
for value in (ratio_valleys, ratio_subbands):
    assert abs(value / ratio_double - 1) < 2e-3 and value > 1 / 3

# Finite temperature: momentum integral and numerical voltage balance
temperature = 300.0
kt = const.k * temperature / e


def thermal_density(mu):
    a = kinetic(mass)
    k_max = np.sqrt((max(mu, 0.0) + 40 * kt) / a)
    return quad(lambda k: k / np.pi * expit((mu - a * k * k) / kt),
                0, k_max, epsabs=1e-13, epsrel=1e-10, limit=200)[0]


def gate_voltage(mu):
    return mu + e * thermal_density(mu) * 1e18 / c_ox


thermal_rows = []
for mu in (-2 * kt, 0.0, fermi):
    centre, step = gate_voltage(mu), 1e-3
    n_side = []
    for voltage in (centre - step, centre + step):
        root = brentq(lambda x: gate_voltage(x) - voltage,
                      mu - 0.01, mu + 0.01, xtol=1e-13)
        n_side.append(thermal_density(root))
    numeric = e * (n_side[1] - n_side[0]) * 1e18 / (2 * step) / c_ox
    cq_thermal = c_q / (1 + np.exp(-mu / kt))
    formula = cq_thermal / (cq_thermal + c_ox)
    n_formula = dos * kt * np.log1p(np.exp(mu / kt))
    assert abs(thermal_density(mu) / n_formula - 1) < 1e-6
    assert abs(numeric / formula - 1) < 1e-3
    assert numeric < ratio * (1 + 1e-6)
    thermal_rows.append((mu, n_formula, cq_thermal, numeric))

# Finite thickness: self-consistent Schroedinger-Poisson, zero field at back
width, kappa_body, points = 5.0, 14.0, 400
z = np.linspace(0, width, points + 2)
dz = z[1] - z[0]
hartree_unit = e * 1e9 / (kappa_body * eps0)  # e^2/eps_s in eV nm


def confined_layer(n):
    """E1, E2 and energy per area; potential energy is zero at the oxide."""
    potential = np.zeros_like(z)
    a = kinetic(mass) / dz**2
    for _ in range(200):
        levels, states = eigh_tridiagonal(
            2 * a + potential[1:-1], -a * np.ones(points - 1),
            select="i", select_range=(0, 1))
        profile = np.zeros_like(z)
        profile[1:-1] = states[:, 0]**2 / dz
        deeper = 1 - cumulative_trapezoid(profile, z, initial=0)
        new = hartree_unit * n * cumulative_trapezoid(deeper, z, initial=0)
        change = np.max(np.abs(new - potential))
        potential = new
        if change < 1e-11:
            break
    assert change < 1e-9
    hartree = 0.5 * hartree_unit * n**2 * trapezoid(deeper**2, z)
    kinetic_part = n * (levels[0] - trapezoid(profile * potential, z))
    return levels[0], levels[1], kinetic_part + hartree


dn = 0.01 * density
lower, middle, upper = [confined_layer(density + s * dn) for s in (-1, 0, 1)]
slope = (upper[0] - lower[0]) / (2 * dn)      # dE1/dn, eV nm^2
energy_slope = (upper[2] - lower[2]) / (2 * dn)
assert abs(energy_slope / middle[0] - 1) < 1e-4
ground = [confined_layer(n)[0] for n in np.linspace(0, 2 * density, 7)]
assert np.all(np.diff(ground) > 0)
assert fermi < middle[1] - middle[0]          # second subband empty
small = 1e-4
slope_small = (confined_layer(small)[0] - confined_layer(0.0)[0]) / small
factor = 1 / 3 + 5 / (8 * np.pi**2)
assert abs(slope_small / (hartree_unit * width * factor) - 1) < 2e-3
c_layer = e / slope * 1e18
c_thick = 1 / (1 / c_ox + 1 / c_q + 1 / c_layer)
assert 0 < c_thick < c_total

u = 100.0                                    # F/m^2 to uF/cm^2
print(f"Mass: {mass:.2f} m0; EOT: {eot:.2f} nm; oxide permittivity: {kappa_ox}")
print(f"Bohr radius: {bohr:.5f} nm")
print(f"Density of states: {dos*1e14:.4e} per eV per cm^2")
print(f"Oxide capacitance C_ox: {c_ox*u:.3f} uF/cm^2")
print(f"Quantum capacitance C_q: {c_q*u:.3f} uF/cm^2")
print(f"Total capacitance C: {c_total*u:.3f} uF/cm^2 = {c_total:.5f} F/m^2")
print(f"C_q/C_ox: {c_q/c_ox:.4f}")
print(f"C/C_ox, formula: {ratio:.4f}")
print(f"C/C_ox, counted states: {ratio_counted:.4f}")
print(f"Quantum length d_q: {d_q:.4f} nm of oxide")
print(f"EOT limit for ratio 1/3 at given mass: {eot_limit:.4f} nm")
print(f"Mass limit for ratio 1/3 at given EOT: {mass_limit:.4f} m0")
print(f"C/C_ox, two filled steps, formula: {ratio_double:.4f}")
print(f"C/C_ox, two equal valleys, counted: {ratio_valleys:.4f}")
print(f"C/C_ox, two subbands 0.05 eV apart, counted: {ratio_subbands:.4f}")
print(f"Fermi energy above E1: {fermi:.3f} eV")
print(f"Electron density: {density*1e14:.3e} cm^-2")
print(f"Oxide voltage drop: {oxide_drop:.4f} V")
print(f"Gate overdrive: {overdrive:.4f} V")
print(f"Density from oxide alone: {density_oxide_only*1e14:.3e} cm^-2")
print(f"Temperature: {temperature:.0f} K; kT: {kt:.5f} eV")
for mu, n, cq_t, r in thermal_rows:
    print(f"E_F-E1 = {mu:.4f} eV: n = {n*1e14:.3e} cm^-2, "
          f"C_q = {cq_t*u:.3f} uF/cm^2, C/C_ox = {r:.4f}")
print(f"Body width: {width:.1f} nm; body permittivity: {kappa_body:.0f}")
print(f"Self-consistent E1 from oxide-side potential: {middle[0]:.4f} eV")
print(f"Self-consistent E2-E1: {middle[1]-middle[0]:.4f} eV")
print(f"dF/dn by finite difference: {energy_slope:.4f} eV")
print(f"Low-density thickness factor, formula: {factor:.4f}")
print("Low-density thickness factor, numerical: "
      f"{slope_small/(hartree_unit*width):.4f}")
print(f"Thickness capacitance at working density: {c_layer*u:.3f} uF/cm^2")
print(f"Total C with finite thickness: {c_thick*u:.3f} uF/cm^2")
print(f"C/C_ox with finite thickness: {c_thick/c_ox:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Mass: 0.04 m0; EOT: 0.50 nm; oxide permittivity: 3.9
Bohr radius: 0.05292 nm
Density of states: 1.6709e+13 per eV per cm^2
Oxide capacitance C_ox: 6.906 uF/cm^2
Quantum capacitance C_q: 2.677 uF/cm^2
Total capacitance C: 1.929 uF/cm^2 = 0.01929 F/m^2
C_q/C_ox: 0.3876
C/C_ox, formula: 0.2793
C/C_ox, counted states: 0.2794
Quantum length d_q: 1.2899 nm of oxide
EOT limit for ratio 1/3 at given mass: 0.6449 nm
Mass limit for ratio 1/3 at given EOT: 0.0516 m0
C/C_ox, two filled steps, formula: 0.4367
C/C_ox, two equal valleys, counted: 0.4367
C/C_ox, two subbands 0.05 eV apart, counted: 0.4367
Fermi energy above E1: 0.200 eV
Electron density: 3.342e+12 cm^-2
Oxide voltage drop: 0.0775 V
Gate overdrive: 0.2775 V
Density from oxide alone: 1.196e+13 cm^-2
Temperature: 300 K; kT: 0.02585 eV
E_F-E1 = -0.0517 eV: n = 5.483e+10 cm^-2, C_q = 0.319 uF/cm^2, C/C_ox = 0.0442
E_F-E1 = 0.0000 eV: n = 2.994e+11 cm^-2, C_q = 1.339 uF/cm^2, C/C_ox = 0.1623
E_F-E1 = 0.2000 eV: n = 3.342e+12 cm^-2, C_q = 2.676 uF/cm^2, C/C_ox = 0.2793
Body width: 5.0 nm; body permittivity: 14
Self-consistent E1 from oxide-side potential: 0.4607 eV
Self-consistent E2-E1: 1.1217 eV
dF/dn by finite difference: 0.4607 eV
Low-density thickness factor, formula: 0.3967
Low-density thickness factor, numerical: 0.3966
Thickness capacitance at working density: 6.405 uF/cm^2
Total C with finite thickness: 1.483 uF/cm^2
C/C_ox with finite thickness: 0.2147
ALL CHECKS PASSED
```
